# Comment on "the Breit-Pauli energy of helium by direct diagonalization"

## The argument under review

The argument is an imagined one. It uses hartree atomic units, $c=1/\alpha=137.036$, and a fixed point nucleus of charge $Z$. For singlet S states it starts from

$$H=\sum_{i=1}^{2}\Big(\frac{p_i^2}{2}-\frac{Z}{r_i}\Big)+\frac1{r_{12}}+\alpha^2\Big[-\sum_i\frac{p_i^4}{8}+\frac{\pi Z}{2}\sum_i\delta(\mathbf r_i)+\pi\,\delta(\mathbf r_{12})-\frac12\,p_1^{\,j}W_{jk}\,p_2^{\,k}\Big],$$

with $W_{jk}=\delta_{jk}/r+r_jr_k/r^3$ at $\mathbf r=\mathbf r_{12}$. The coefficient $+\pi$ is the electron-electron Darwin value $-\pi$ plus the spin contact value $-\frac{8\pi}{3}\mathbf s_1\cdot\mathbf s_2=+2\pi$, since $\mathbf s_1\cdot\mathbf s_2=-\frac34$ in a singlet. I write $H=H_0+H'$, where $H'$ is the $\alpha^2$ part, and accept this operator as given. Three claims follow.

1. $H$ is Hermitian, so its lowest matrix root bounds the relativistic ground energy from above and converges to it as the basis grows.
2. The negative $p^4$ term is harmless, because it carries $\alpha^2$ and the repulsive contact terms keep the electrons from shrinking onto the nucleus.
3. Diagonalization improves on $\langle H'\rangle$, because it includes $H'$ to all orders.

The evidence offered is that in ordinary bases the lowest root agrees closely with first-order perturbation theory. That evidence is correct. The three claims are not.

## Claims 1 and 2: there is no lowest eigenvalue

The Rayleigh-Ritz principle says that the lowest matrix root lies at or above the bottom of the spectrum. It is useful only if that bottom is finite.

Take a normalized real singlet $\Psi$ with finite $\langle p^4\rangle$ and form $\Psi_\lambda=\lambda^3\Psi(\lambda\mathbf r_1,\lambda\mathbf r_2)$, which is still normalized. The substitution $\mathbf r\to\mathbf r/\lambda$ gives a factor $\lambda$ for each derivative and each $1/r$, and $\lambda^3$ for a delta function. Hence

$$E(\lambda)=\lambda^2\langle T\rangle+\lambda\langle V\rangle+\alpha^2\lambda^3\langle\text{contact and orbit-orbit}\rangle-\alpha^2\lambda^4\sum_i\frac{\langle p_i^4\rangle}{8}.$$

Because $\langle p^4\rangle=\|\nabla^2\Psi\|^2>0$, the energy tends to $-\infty$ whatever the sign of the cubic term. The factor $\alpha^2$ fixes where this begins, not whether it happens. The cause is the kinetic function $T(p)=p^2/2-p^4/8c^2$, the first two terms of $c^2\sqrt{1+p^2/c^2}-c^2$, a series that converges only for $p\le c$. Its derivative $T'=p-p^3/2c^2$ vanishes at $p^2=2c^2$, where $T=c^2-c^2/2=c^2/2=9389$ Eh. It returns to zero at $p=2c=274$ and is negative beyond.

The orbit-orbit term drops out of every example below. For real s orbitals its matrix element is $-\frac{\alpha^2}{2}\int(\phi_c\partial_j\phi_a)(1)\,W_{jk}\,(\phi_b\partial_k\phi_d)(2)$. The field $\phi_c\nabla\phi_a$ is radial with a magnitude depending only on $r_1$, so it is the gradient of a radial function. Moving that gradient onto $W$ by parts gives

$$\partial_jW_{jk}=-\frac{r_k}{r^3}+\frac{3r_k+r_k}{r^3}-\frac{3r_k}{r^3}=0,$$

and the surface term at $r_{12}\to0$ vanishes as $r^2\cdot r^{-1}$.

For $\Psi=\phi(1)\phi(2)$ with $\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$, the integral $\int_0^\infty r^me^{-sr}dr=m!/s^{m+1}$ gives $\langle1/r\rangle=\zeta$ and $\langle1/r^2\rangle=2\zeta^2$. From $\nabla^2\phi=(\zeta^2-2\zeta/r)\phi$ one finds $\langle p^2\rangle=-\zeta^2+2\zeta^2=\zeta^2$ and $\langle p^4\rangle=\zeta^4-4\zeta^4+8\zeta^4=5\zeta^4$. The contact values are $\phi(0)^2=\zeta^3/\pi$ and $\int\phi^4=(\zeta^3/\pi)^2\,8\pi/(4\zeta)^3=\zeta^3/8\pi$. Gauss's law gives the potential of the charge $\phi^2$:

$$\frac{1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)}{r}+e^{-2\zeta r}(2\zeta^2r+\zeta)=\frac1r-e^{-2\zeta r}\Big(\frac1r+\zeta\Big).$$

Its average is $\zeta-4\zeta^3[1/(4\zeta)^2+2\zeta/(4\zeta)^3]=\zeta-\frac14\zeta-\frac18\zeta=\frac58\zeta$. Collecting the terms for two electrons,

$$E(\zeta)=\zeta^2-\Big(2Z-\frac58\Big)\zeta+\alpha^2\Big[-\frac54\zeta^4+\Big(Z+\frac18\Big)\zeta^3\Big].$$

For $Z=2$ the atomic point, $\zeta=1.6877$ bohr$^{-1}$ with $E=-2.84765$ Eh, is only a local minimum. Keeping the $\zeta^2$ and $\zeta^4$ terms alone, the maximum solves $2\zeta=5\alpha^2\zeta^3$, so $\zeta=c\sqrt{2/5}=86.67$, and the zero solves $\zeta^2=\frac54\alpha^2\zeta^4$, so $\zeta=c\sqrt{4/5}=122.57$. The full polynomial has a barrier of 3537 Eh at $\zeta=86.46$, falls below the local minimum for $\zeta>121.72$, and reaches $-6.63\times10^4$ Eh at $\zeta=200$. The barrier makes the atomic point a local minimum along $\zeta$, which is why a search in $\zeta$ alone near $\zeta\approx Z$ finds nothing amiss. It is not a minimum against every change of the wave function: a small admixture of a tight pair can lower the energy without crossing the barrier.

## The matrix problem for helium

A linear basis faces no barrier, since diagonalization explores the whole span. Take normalized s Gaussians $g_a=(2a/\pi)^{3/4}e^{-ar^2}$ and set $s=a+b$. Then $g_ag_b=S_{ab}(s/\pi)^{3/2}e^{-sr^2}$, where the last two factors integrate to one and $S_{ab}=(2\sqrt{ab}/s)^{3/2}$. Therefore $\langle1/r\rangle_{ab}=S_{ab}(s/\pi)^{3/2}\,4\pi/2s=2S_{ab}\sqrt{s/\pi}$. In momentum space the product is proportional to $e^{-\beta k^2}$ with $\beta=1/4a+1/4b=s/4ab$, whose moments $3/2\beta$ and $15/4\beta^2$ give $\langle p^2\rangle_{ab}=6abS_{ab}/s$ and $\langle p^4\rangle_{ab}=60a^2b^2S_{ab}/s^2$. For two such densities with exponents $s$ and $t$, the vector $\mathbf r_{12}$ is distributed as their convolution, a normalized Gaussian of exponent $\mu=st/(s+t)$. So $1/r_{12}\to2SS'\sqrt{\mu/\pi}$ and $\delta(\mathbf r_{12})\to SS'(\mu/\pi)^{3/2}$.

With both electrons in $g_a$ one has $s=t=2a$, $\mu=a$, $\langle p^2\rangle=3a$, $\langle p^4\rangle=15a^2$, and

$$E(a)=3a-4Z\sqrt{\frac{2a}{\pi}}+2\sqrt{\frac a\pi}+\alpha^2\Big[-\frac{15}{4}a^2+\pi Z\Big(\frac{2a}{\pi}\Big)^{3/2}+\pi\Big(\frac a\pi\Big)^{3/2}\Big].$$

This configuration lies in the span of any basis containing $g_a$, so the lowest root cannot exceed $E(a)$. The balance $3a=\frac{15}{4}\alpha^2a^2$ gives $a=0.8c^2=15023$ bohr$^{-2}$, and the full expression drops below the atomic energy at $a^*=14931$ bohr$^{-2}$. An exponent above $a^*$ is sufficient for collapse. It need not be necessary, because differences of Gaussians carry more momentum than any one of them.

The table gives full configuration interaction for singlet helium in the s functions $a_k=0.1\cdot3^k$, $k=0,\dots,n-1$. $E_0$ is the lowest root of $H_0$ and $E_1=\langle H'\rangle$ in that state. The offset is the root of $H$ with the largest overlap on that state, minus $E_0+E_1$. An s-only basis omits angular correlation, so these are not the energies of the real atom; at $n=18$, $E_0=-2.878952$ Eh and $E_1=-8.37\times10^{-5}$ Eh. The program that produces all these numbers, and its output, are printed after this text. The ladder is also incomplete within the s space: with an exponent ratio of 2 in place of 3, $E_0$ falls by $8\times10^{-5}$ Eh to $-2.879028$ Eh and $E_1$ becomes $-8.36\times10^{-5}$ Eh.

| $n$ | $a_{\max}$ (bohr$^{-2}$) | lowest root (Eh) | roots below | offset (Eh) |
|---|---|---|---|---|
| 8 | 218.7 | $-2.8787329$ | 0 | $-5.9\times10^{-7}$ |
| 9 | 656.1 | $-2.8789765$ | 0 | $-1.0\times10^{-6}$ |
| 10 | 1968 | $-2.8790253$ | 0 | $-1.9\times10^{-6}$ |
| 11 | 5905 | $-2.8790379$ | 0 | $-4.8\times10^{-6}$ |
| 12 | $1.771\times10^4$ | $-7.72\times10^4$ | 12 | $-2.2\times10^{-6}$ |
| 13 | $5.314\times10^4$ | $-1.33\times10^6$ | 25 | $-3.3\times10^{-7}$ |
| 15 | $4.783\times10^5$ | $-1.31\times10^8$ | 54 | $+2.4\times10^{-7}$ |
| 18 | $1.291\times10^7$ | $-9.72\times10^{10}$ | 105 | round-off |

The first four rows reproduce the evidence of the argument. One more function destroys it. At $a=1.771\times10^4$ the six terms of $E(a)$ are $53130-849+150-62632+401+71\approx-9.7\times10^3$ Eh. The contact terms supply $401+71$ Eh against $-62632$ Eh from $p^4$, which disposes of claim 2 in numbers. The computed root, $-7.72\times10^4$ Eh, lies below this upper bound, as it must. In this ladder collapse happens to begin at the first exponent above $a^*$.

When $p^4$ dominates, the basis $n+1$ is the basis $n$ with all exponents tripled, plus one diffuse function that hardly overlaps the collapsed state. Tripling the exponents is the scaling $\lambda^2=3$, so the root grows by $\lambda^4=9$. The computed ratio of the last two roots is 9.015, tested to 1%. It exceeds 9 because the positive $\lambda^2$ and $\lambda^3$ terms cancel a fraction of the $p^4$ energy that shrinks as $a_{\max}$ grows.

The printed counts equal $n(n+1)/2-66$, for example $78-66=12$ and $171-66=105$. This is the number of singlet pairs containing at least one of $n-11$ orbitals, which suggests that each function beyond the eleventh adds one collapsed orbital. That reading is a conjecture fitted to the counts. An atomic-like root survives, with weight above 0.99 on the $H_0$ state (tested up to $n=15$), but it is an interior root. The $k$-th matrix root bounds only the $k$-th point of the spectrum from above, and that statement is empty when the spectrum has no bottom.

## What is, and is not, ill defined about the delta terms

A reply to the argument might say that $H$ is meaningless because of the delta functions. That is too loose. Consider one electron, with $g=\pi Z\alpha^2/2$:

$$h=\frac{p^2}{2}-\frac Zr-\frac{p^4}{8c^2}+g\,\delta(\mathbf r).$$

With $p^4$ present the delta term is controlled. Write $\psi(0)=\int\tilde\psi\,d^3p/(2\pi)^3$, multiply and divide by $(p^4+\kappa^4)^{1/2}$ for any $\kappa>0$, and apply the Cauchy-Schwarz inequality to a normalized $\psi$:

$$|\psi(0)|^2\le\big(\langle p^4\rangle+\kappa^4\big)\frac{1}{2\pi^2}\int_0^\infty\frac{p^2dp}{p^4+\kappa^4}=\frac{\langle p^4\rangle+\kappa^4}{4\sqrt2\,\pi\kappa}.$$

For the integral, set $p=\kappa x$. The residues of $x^2/(x^4+1)$ are $1/4x$ at $x=e^{i\pi/4}$ and $e^{3i\pi/4}$, and they sum to $-i\sqrt2/4$. The full-line integral is $2\pi i$ times this, $\pi/\sqrt2$, and the half-line integral is $\pi/2\sqrt2$. Multiplying by $g$ gives $g|\psi(0)|^2\le\eta(\langle p^4\rangle+\kappa^4)/8c^2$ with $\eta=Z/\sqrt2\kappa$. Drop the negative Coulomb term and maximize $p^2/2-(1-\eta)p^4/8c^2$, which peaks at $p^2=2c^2/(1-\eta)$:

$$\langle h\rangle\le\frac{c^2}{2(1-\eta)}+\frac{\eta\kappa^4}{8c^2}.$$

For He$^+$ with $\kappa=c$, $\eta=0.01032$ and the bound is $9389.43/0.98968+0.01032\times18778.87/8=9487.3+24.2\approx9511.6$ Eh. The top root in the 18-function basis is 7760.5 Eh, below the bound.

The Coulomb term is also subordinate to $p^4$. For an s wave with $u=\sqrt{4\pi}\,r\psi$, integration by parts gives $\int u^2/r^2=2\int uu'/r\le2(\int u^2/r^2)^{1/2}(\int u'^2)^{1/2}$, which is Hardy's inequality, so $\langle1/r\rangle\le\langle1/r^2\rangle^{1/2}\le2\langle p^2\rangle^{1/2}\le2\langle p^4\rangle^{1/4}$. Since $\eta$ can be made as small as desired, $-h$ is $p^4/8c^2$ plus terms bounded by a small fraction of it, and the standard theorem on semibounded quadratic forms (the KLMN theorem) makes it self-adjoint. So $h$ exists, but it is bounded above. A packet of momentum $p$ and width $L$ centred at $R\gg L$ does not touch the delta function, and $\|(h-T(p))\psi\|\to0$ as $L$ and $R$ grow. Every value of $T$, the whole interval $(-\infty,c^2/2]$, is therefore in the spectrum, and the atomic levels lie inside it.

Deleting $p^4$ does not rescue the calculation, for the same estimate with $p^2+\kappa^2$ has a linearly divergent integral. Let $h_0=p^2/2-Z/r$, with ground state $\psi_0=Ne^{-Zr}$, $N^2=Z^3/\pi$, and energy $\epsilon_0=-Z^2/2$. Take $\varphi=\psi_0-\chi$ with $\chi=Ne^{-\nu r}$ and $\nu=Z+\Lambda$. Then $\varphi(0)=0$, so the delta term contributes nothing. Because $(h_0-\epsilon_0)\psi_0=0$, only $\chi$ contributes:

$$\langle\varphi|h_0-\epsilon_0|\varphi\rangle=\frac{Z^3}{\nu^3}\Big(\frac{\nu^2}{2}-Z\nu+\frac{Z^2}{2}\Big)=\frac{Z^3\Lambda^2}{2\nu^3}.$$

For $Z=2$ and $\Lambda=50$ bohr$^{-1}$ this is $8\times2500/(2\times52^3)=0.07112$, and division by the squared norm 0.999244 gives 0.07117 Eh. The cost falls as $Z^3/2\Lambda$, and a repulsive term cannot lower the energy below $\epsilon_0$, so the infimum of $h_0+g\delta$ is exactly $\epsilon_0$: the Darwin shift disappears in the basis limit. The cost undercuts the first-order shift $gN^2=Z^4\alpha^2/2$ once $\Lambda$ exceeds about $c^2/Z=9389$ bohr$^{-1}$.

In a finite basis containing $\psi_0$, let $\phi_m$ and $\epsilon_m$ be the eigenpairs of $h_0$. The delta term is a rank-one matrix, so the coefficients obey $(E-\epsilon_m)c_m=g\phi_m(0)\psi(0)$. Multiplying by $\phi_m(0)/(E-\epsilon_m)$ and summing gives $1=g\sum_m\phi_m(0)^2/(E-\epsilon_m)$. Separate $m=0$, write $\Delta=E-\epsilon_0$ and $s_1=gN^2$, and set $E\approx\epsilon_0$ in the other terms, which is valid for $\Delta$ much smaller than the level spacing. Their sum is $-|E_2|/s_1$, where $E_2=-g^2N^2\sum_{m>0}\phi_m(0)^2/(\epsilon_m-\epsilon_0)$ is the second-order energy. Hence $\Delta=s_1/(1+|E_2|/s_1)$. For He$^+$ in exponentials with largest exponent $\zeta_{\max}=10^4$ bohr$^{-1}$, $s_1=4.2601\times10^{-4}$ Eh and $E_2=-3.3236\times10^{-4}$ Eh give $4.2601\times10^{-4}/1.7802=2.393\times10^{-4}$ Eh, the computed shift. At $\zeta_{\max}=10^7$ and $10^8$ the shift is $5.46\times10^{-7}$ and $5.47\times10^{-8}$ Eh, a tested factor of ten per decade.

An attractive contact term without $p^4$ does collapse. With $-g$ the exponential trial function gives $\zeta^2/2-Z\zeta-Z\alpha^2\zeta^3/2$, which at $\zeta=2\times10^4$ is $2\times10^8-4\times10^4-4.2601\times10^8=-2.2605\times10^8$ Eh. The electron-electron Darwin term taken alone has this sign; in the singlet operator above the spin contact term reverses it.

## Claim 3: first order is right, and higher orders are not gained

For a one-electron ion, first order gives $-5Z^4\alpha^2/8+Z^4\alpha^2/2=-Z^4\alpha^2/8$. The Dirac 1s energy $c^2(\sqrt{1-x}-1)$ with $x=Z^2/c^2$ expands as $-Z^2/2-Z^4\alpha^2/8-Z^6\alpha^4/16-\dots$, so the $\alpha^2$ term is exact. For He$^+$, $-5.3251\times10^{-4}+4.2601\times10^{-4}=-1.0650\times10^{-4}$ Eh. The total $-2.000106503$ Eh lies $1.1\times10^{-8}$ Eh above the Dirac value $-2.000106514$ Eh, matching $64/(16\times18778.87^2)=1.13\times10^{-8}$ Eh.

Second order needs the short-distance part of $h'\psi_0$, with $h'=h-h_0$. For radial functions with $v(0)=u(0)=0$ one has $\nabla^2\psi=u''/\sqrt{4\pi}\,r$ and $\psi(0)=u'(0)/\sqrt{4\pi}$, and $g/4\pi=Z/8c^2$, so

$$\langle v|h'|u_0\rangle=-\frac1{8c^2}\int v''u_0''\,dr+\frac{Z}{8c^2}v'(0)u_0'(0).$$

By parts, $\int v''u_0''=-v'(0)u_0''(0)-\int v'u_0'''$. For $u_0\propto re^{-Zr}=r-Zr^2+\dots$ the cusp gives $u_0''(0)=-2Zu_0'(0)$. Then

$$\langle v|h'|u_0\rangle=\frac{-2Z+Z}{8c^2}\,v'(0)u_0'(0)+\frac1{8c^2}\int v'u_0'''\,dr.$$

For $v=e^{-\zeta r}-e^{-Zr}$ the first term grows as $\zeta$ while the second stays bounded. Toward tight functions $h'\psi_0$ therefore acts as $-gN\delta(\mathbf r)$: the $p^4$ term supplies $-2g$ and the Darwin term cancels half of it. Intermediate states with $p\gg Z$ are plane waves to leading order, each with matrix element $M=-gN$, and up to a cutoff $\Lambda$

$$E_2\approx-g^2N^2\int^\Lambda\frac{4\pi p^2dp}{(2\pi)^3}\,\frac{2}{p^2}=-\frac{g^2N^2\Lambda}{\pi^2}=-\frac{Z^5\alpha^4}{4\pi}\Lambda.$$

This diverges linearly and depends on $M^2$, so the full $h'$ and the delta term alone diverge alike. Both properties are tested. At $\zeta_{\max}=10^7$ and $10^8$ bohr$^{-1}$ the values are $-0.33177$ and $-3.3177$ Eh for either operator; the proportion between $\Lambda$ and $\zeta_{\max}$ depends on the basis. The Dirac $\alpha^4$ term is finite, so the divergence must cancel against $\alpha^4$ operators that $h'$ does not contain. Iterating $h'$ collects an incomplete and cutoff-dependent part of the next order.

## What becomes of the interior root

Diagonalization replaces the denominator $p^2/2$ by $T(p)=\frac{p^2}{2}(1-p^2/4c^2)$ for the fast states, with $|\epsilon_0|$ negligible beside it. To leading order in $Z\alpha$,

$$\Delta E=\int\frac{d^3p}{(2\pi)^3}\,\frac{M^2}{E-T(p)+i0}.$$

The principal value is $-(g^2N^2/\pi^2)\int_0^\Lambda dp/(1-p^2/4c^2)$, and partial fractions, $1/(1-y^2)=\frac12[1/(1-y)+1/(1+y)]$ with $y=p/2c$, turn the integral into $c\ln|(2c+\Lambda)/(2c-\Lambda)|$. It grows as $\Lambda$ for $\Lambda\ll2c$, diverges logarithmically at $\Lambda=2c$, and decays to zero, because states below the atomic level push it up. A finite matrix replaces the principal value by a sum over discrete levels. A level that happens to fall close to $E$ then adds a large term $M^2/(E-T)$ of its own, with $M$ now the coupling to that one level. The interior root therefore depends on where the basis places its levels near $p=2c$, and it need not settle to a limit as the basis grows. The helium offsets resemble the pattern of the principal value: they grow by a factor of about 1.8 in each of the first two steps of the table, where a cutoff $\Lambda\propto\sqrt{a_{\max}}$ would give $\sqrt3$, are largest at $n=11$, just before collapse, and then shrink in magnitude up to $n=14$. This is a qualitative comparison of a sharp-cutoff one-electron model with a Gaussian basis and is not tested. The positive offset at $n=15$ puts the root above $E_0+E_1$, which no lowest root can do. The sign is not round-off: in extended-precision arithmetic the offset is $+2.4\times10^{-7}$ Eh at $n=15$, $+4.7\times10^{-7}$ Eh at $n=18$, where double precision fails, and $+5.1\times10^{-7}$ Eh at $n=20$. In this ladder, whose exponents near $0.8c^2$ stay fixed as tighter ones are added, the offset thus levels off at a nonzero value rather than decaying to zero as the principal value does.

The imaginary part follows from $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$. At $p=2c$, $|T'|=|2c-4c|=2c$, and the density of states is $\rho=4\pi(2c)^2/[(2\pi)^3\,2c]=c/\pi^2$. With $\Gamma=-2\,\mathrm{Im}\,\Delta E=2\pi M^2\rho$,

$$\Gamma=2\pi\cdot\frac{\pi^2Z^2}{4c^4}\cdot\frac{Z^3}{\pi}\cdot\frac{c}{\pi^2}=\frac{Z^5}{2c^3},$$

with relative corrections expected at order $Z\alpha$, since the Coulomb parameter of the fast wave is $Z/|T'|=Z\alpha/2$; their coefficient is not derived here. The 1s level of $h$ is thus a resonance and not a bound state, and it decays into electrons of momentum $2c$ and nearly zero energy.

The program tests this without the golden rule. Since $T'<0$, the pole for $E+i0$ lies at $p=2c-i0$, and the wave that decays at large $r$ is $e^{-ipr}$: the outgoing wave is $e^{-2icr}$, as the negative group velocity requires. The basis therefore adds exponents near $+2ic$ to the real ones. All functions decay along the ray $r=\varrho e^{-i\theta}$ with $0<\theta<\pi/2$, where $|e^{-ikr}|=e^{-k\varrho\sin\theta}$, and integrals along that ray, taken without complex conjugation, still equal $m!/s^{m+1}$. The complex eigenvalue gives $\Gamma=1.966\times10^{-7}$ Eh for $Z=1$ and $6.364\times10^{-6}$ Eh for $Z=2$, against $1.943\times10^{-7}$ and $6.218\times10^{-6}$ Eh from the formula. The excess relative to the formula is 1.2% and 2.4%, about $1.6\,Z\alpha$ in both cases and so nearly proportional to $Z$, as a correction of order $Z\alpha$ should be, and a second basis returns the same width for $Z=2$. The real part for He$^+$ is $-2.000106617$ Eh, which is $1.1\times10^{-7}$ Eh below the first-order total, small beside $\Gamma$ as the vanishing principal value implies, and about nine times farther from the Dirac energy than first order is.

For He$^+$ the width is 0.173 meV, a lifetime of 3.8 ps for a ground state that is stable in the Dirac theory. It is an artefact of using a series valid for $p<c$ at $p=2c$. It enters at order $\alpha^3$ in hartree, one order below the $\alpha^4$ terms that claim 3 hoped to capture. The width was derived and computed for one electron only; a similar width for neutral helium is expected from the same coupling at the nucleus but is not established here.

## Recommendation

The three claims should be withdrawn. The correction of order $\alpha^2$ is $\langle H'\rangle$ in a converged eigenfunction of $H_0$, and of the two operators $H_0$ and $H$ only $H_0$ may be minimized. The next relativistic order, $\alpha^4$, requires the second-order sum together with the $\alpha^4$ operators under one common regularization; radiative corrections, which enter already at order $\alpha^3$, lie outside $H$ altogether. A matrix of $H$ is not a safe shortcut to $E_0+E_1$, even when its lowest root is dominated by the $H_0$ ground state. A second level at distance $D$, coupled by $V\ll D$, takes a weight $V^2/D^2$ but shifts the root by $V^2/D$. With $D=20$ Eh, a remaining weight of 0.9999 still allows a shift of $2\times10^{-3}$ Eh, more than twenty times $|E_1|$. Keeping exponents below $0.8c^2$ does not exclude such a level, because combinations of functions can carry more momentum than any one of them. The safe course is to compute $\langle H'\rangle$ directly. Even in the well-behaved rows of the helium table, the root of $H$ differs from first order by a basis-dependent residue, which grew from $6\times10^{-7}$ to $5\times10^{-6}$ Eh as tighter functions were added.

## Values computed for the example and the checks

```
c = 137.035999 au, c^2 = 18778.87, c^2/2 = 9389.43 Eh, 2c = 274.072 au, Z = 2
Slater He local min: zeta = 1.687656 /bohr, E = -2.847652 Eh
Slater He barrier: zeta = 86.459 /bohr, E = 3537.0 Eh; c*sqrt(2/5) = 86.669
Slater He below local min for zeta > 121.722 /bohr; c*sqrt(4/5) = 122.569
Slater He at zeta = 200 /bohr: E = -66272.4 Eh
nonrelativistic s-CI, n = 8 (pyscf): -2.8786531 Eh
one-Gaussian He energy drops below it at a* = 14931 /bohr^2; 0.8c^2 = 15023
n a_max(/bohr^2) E0(Eh) E1(Eh) E_low(Eh) roots_below atomic_root-(E0+E1)(Eh)
8 218.7 -2.8786531 -7.9165e-05 -2.8787329 0 -5.87e-07
9 656.1 -2.8788940 -8.1496e-05 -2.8789765 0 -1.04e-06
10 1968 -2.8789408 -8.2554e-05 -2.8790253 0 -1.92e-06
11 5905 -2.8789500 -8.3083e-05 -2.8790379 0 -4.83e-06
12 1.771e+04 -2.8789518 -8.3352e-05 -77174.511 12 -2.15e-06
13 5.314e+04 -2.8789521 -8.3502e-05 -1327101.8 25 -3.31e-07
14 1.594e+05 -2.8789522 -8.3582e-05 -13858945 39 -1.19e-07
15 4.783e+05 -2.8789522 -8.3630e-05 -1.3051685e+08 54 +2.37e-07
16 1.435e+06 -2.8789522 -8.3656e-05 -1.1921725e+09 70 (round-off)
17 4.305e+06 -2.8789522 -8.3672e-05 -1.0782877e+10 87 (round-off)
18 1.291e+07 -2.8789522 -8.3680e-05 -9.720971e+10 105 (round-off)
E_low(18)/E_low(17) = 9.0152 (exponent ratio squared = 9)
He+ eta = 0.01032, upper bound = 9511.6 Eh, top root (n = 18) = 7760.5 Eh
He+ first order: p^4 -5.325135e-04, Darwin 4.260108e-04, sum -1.065027e-04 Eh
He+ E0+E1 = -2.000106503 Eh, Dirac 1s = -2.000106514 Eh
node trial function, Lambda = 50 /bohr: norm = 0.999244, cost = 0.07117 Eh
attractive delta, zeta = 20000 /bohr: E = -2.2605e+08 Eh; c^2/Z = 9389 /bohr
zeta_max(/bohr) delta-only shift(Eh) E2 delta(Eh) E2 p^4+delta(Eh)
1e+02 4.2237e-04 -3.6704e-06 -3.5595e-06
1e+04 2.3931e-04 -3.3236e-04 -3.3225e-04
1e+06 5.4007e-06 -3.3178e-02 -3.3178e-02
1e+07 5.4631e-07 -3.3177e-01 -3.3177e-01
1e+08 5.4695e-08 -3.3177e+00 -3.3177e+00
Z = 1: Re E = -0.500006659 Eh, Gamma = 1.9656e-07 Eh, Z^5/2c^3 = 1.9430e-07 Eh
Z = 2: Re E = -2.000106617 Eh, Gamma = 6.3644e-06 Eh, Z^5/2c^3 = 6.2175e-06 Eh
Z = 2 second basis: Gamma = 6.3644e-06 Eh
He+ spurious width = 0.1732 meV, lifetime = 3.801e-12 s
```
